Why an all-low-resistance background maximizes sneak conductance in a linear crossbar

Q: I am told that a passive crossbar leaks most when every background cell is in its low-resistance state. With resistive wires I doubt it. Turning a cell on loads the lines and lowers voltages elsewhere. Why can this not reduce the total leakage? And what is being maximized?

A: Let me fix the quantity first. There are M word lines and N bit lines, with M, N ≥ 2. A cell joins each word line to each bit line. Every line is a chain of wire segments with fixed positive conductances. One end of the selected word line is terminal S, and one end of the selected bit line is terminal T, each reached through a lead segment. All other lines float. Cells are linear resistors with

G_HRS ≤ g_e ≤ G_LRS,  G_HRS > 0,

where HRS and LRS denote the high- and low-resistance states. I remove the selected cell and call the remaining conductance between S and T the sneak conductance G. The question is which background maximizes G at fixed wires and fixed selected position.

Q: Why remove the cell? Could you not subtract its current from the total?

A: With ideal wires the two agree, because the selected cell sits directly across the terminals. With resistive wires it does not, and its voltage depends on the background. The two definitions then behave differently, as we shall see.

Q: Then start with the circuit equations, and do not assume any particular sneak path.

A: Set the potentials v_S = 1 and v_T = 0. In atomic units conductance is measured in e²/ħ, and the circuit equations keep their usual form. For an edge e from node x to node y, cell or wire, let c_e be its conductance and v_e = v_x − v_y its drop. Let J_x be the net current leaving node x through its edges. A floating node has no external supply, so J_x = 0 there. At the terminals J_S = G and J_T = −G, because the applied voltage is one.

For any other set of node values w, with w_e = w_x − w_y,

Σ_e c_e v_e w_e = Σ_e c_e v_e (w_x − w_y) = Σ_x w_x J_x.  (1)

The last step regroups the sum by nodes: c_e v_e leaves x, and −c_e v_e leaves y. Choosing w = v gives

Σ_e c_e v_e² = v_S G − v_T G = G.  (2)

So at unit voltage the conductance equals the dissipated power.

Q: That is power at the actual solution. You cannot compare two backgrounds by holding the voltages fixed, since they change.

A: Correct, so I need a statement that allows for the change. Take any trial potential u with the right terminal values, u_S = 1 and u_T = 0, not required to obey Kirchhoff's current law. Write u = v + w, so that w_S = w_T = 0. Its energy is

E[u] = Σ_e c_e (v_e + w_e)²
  = Σ_e c_e v_e² + 2 Σ_e c_e v_e w_e + Σ_e c_e w_e².

The first term is G by (2). The middle one vanishes by (1): J_x = 0 at every floating node, and w_x = 0 at both terminals. Therefore

E[u] = G + Σ_e c_e w_e² ≥ G.  (3)

This is the Dirichlet principle: G is the minimum of E[u] over trial potentials. The network is connected, since even HRS cells conduct, so the last sum is zero only if w is constant, hence zero. The solution v exists and is unique for the same reason: the quadratic form in the floating potentials is positive definite.

Q: Now turn some cells on. Where does the loading effect go?

A: Let c be the original conductances and c* the new ones, with c*_e ≥ c_e on every edge. For each fixed trial potential,

E_c[u] = Σ_e c_e u_e² ≤ Σ_e c*_e u_e² = E_c*[u].

Let v* be the solution of the new network. It is an allowed trial in the old one, so

G(c) ≤ E_c[v*] ≤ E_c*[v*] = G(c*).  (4)

This is Rayleigh monotonicity. The loading you describe is contained in v*, which differs from v. It can reduce the gain, but it cannot reverse its sign.

Now take c* to be the network with every background cell at G_LRS. Any allowed background satisfies c ≤ c*, and the wire terms are the same in both energies. Hence

G(any background) ≤ G(all LRS).  (5)

No wire resistance was neglected, and the segments need not be equal. The proof also covers the total conductance with the selected cell present, provided its state is held fixed: it is then one more edge common to both networks.

I tested this on a 3×4 array with unequal wire segments and G_HRS = 0.05 G_LRS. All 2048 backgrounds were solved, and none exceeded the all-LRS one. None of the 11264 single-cell changes from HRS to LRS lowered G. The smallest increase was 7.4 × 10⁻¹⁰ G_LRS, so in some backgrounds a cell can matter very little.

Q: An inequality does not tell me how much is lost when some cells are off. Can the proof be made quantitative?

A: Yes, by keeping the terms just dropped. Write g_e and g*_e for the cell conductances in the two networks. The wires cancel in the difference, so

G(g) ≤ E_g[v*] = G(g*) − Σ_cells (g*_e − g_e) v*_e².

Using the old solution as a trial in the new network gives

G(g*) ≤ E_g*[v] = G(g) + Σ_cells (g*_e − g_e) v_e².

Together,

Σ (g*_e − g_e) v*_e² ≤ G(g*) − G(g) ≤ Σ (g*_e − g_e) v_e².  (6)

If one cell is raised by a small δ, divide by δ and let δ → 0. The solution is continuous in the conductances, so both bounds meet:

∂G/∂g_e = v_e².  (7)

The square matters. A cell raises G whichever way its current flows. A finite-difference test on the 3×4 array agreed with (7) to about 1 × 10⁻⁸.

Q: Then the all-LRS background must be the unique maximum, since every cell has some voltage.

A: That last clause is not guaranteed. By (6), a background can tie with all-LRS only if v*_e = 0 on every cell that was lowered. Conversely, if those drops vanish, the lowered cells carry no current before or after the change. The potential v* then still satisfies Kirchhoff's law, and G is unchanged. So a tie occurs exactly when all lowered cells have zero drop in the all-LRS network.

Q: Can a cell really have zero drop? On an ideal array the sneak current goes out through one cell, back through a second and out through a third.

A: With ideal wires and equal cells, none has zero drop, and it helps to find the drops. Exchanging unselected bit lines leaves the network unchanged, so by uniqueness they share one potential. The unselected word lines share another. The cells form three groups in series:

selected word line to unselected bit lines: N − 1 cells,
unselected bit lines to unselected word lines: (M − 1)(N − 1) cells,
unselected word lines to selected bit line: M − 1 cells.

Their resistances add:

1/G_ideal = (1/G_LRS) [1/(N−1) + 1/((M−1)(N−1)) + 1/(M−1)]
  = (1/G_LRS) [(M−1) + 1 + (N−1)] / [(M−1)(N−1)].

Therefore

G_ideal = G_LRS (M−1)(N−1)/(M+N−1).  (8)

A 5×7 array gives 24/11 = 2.1818 G_LRS, and direct nodal analysis returned the same value. The middle group takes the fraction 1/(M+N−1) of the applied voltage. Its current runs from bit line to word line, so its drop, counted from word to bit, is −1/(M+N−1).

Wire drops shift these potentials from place to place and can cancel that small negative value. Take an 8×8 array, count lines from the driven ends, and select word line 8 and bit line 8. In the all-LRS background, the cell at word line 7, bit line 5 has zero drop when a wire segment has 0.150832 times the LRS resistance. Switching it to a conductance of 0.01 G_LRS changed G by −3 × 10⁻¹⁵ G_LRS, which is rounding error. The same switch on the first cell of the selected word line lowered G by 0.094 G_LRS, from 0.851 G_LRS. So all-LRS remains a maximizer, but there it has company.

Q: You promised that subtracting the selected cell's current would behave differently. The total current is monotone. Why would the difference not be?

A: Put the selected cell back, with conductance g_s and drop v_s, and keep unit applied voltage. Raise g_e by a small δ. To first order this draws an extra current δv_e out of the first node of e and returns it to the second. Let ρ_se be the drop produced across the selected cell by unit current injected at the first node and withdrawn at the second, with both terminals held at zero. The extra current has the opposite sense, so

Δv_s = −δ v_e ρ_se,

where Δ denotes the resulting change and δ is still the increment of g_e.

The total current I changes by δv_e², from (7). The remainder after subtraction changes by

Δ(I − g_s v_s) = δ (v_e² + g_s v_e ρ_se).  (9)

The first term is quadratic in v_e, the second linear. If v_e passes through zero while ρ_se does not, the second term dominates nearby and has opposite signs on the two sides. On one side, turning a cell on lowers this version of the sneak current.

In the same 8×8 array, now with the selected cell in LRS and a segment resistance of 0.11207 times the LRS resistance, I switched that same cell from LRS to 0.01 G_LRS. At an applied 1 V the total current fell by 1.9 × 10⁻⁶ G_LRS·V, as the theorem requires. The total minus the selected-cell current rose by 3.64 × 10⁻⁵ G_LRS·V, because the selected cell lost more current than the terminals did. All-LRS is therefore not the worst case for that definition.

Q: How do resistive wires change the size of the worst case?

A: They can only reduce it relative to (8). Use the ideal potential as a trial, constant along each line and its lead. Every wire drop is then zero, so E[u] = G_ideal, and (3) gives

G(all LRS, resistive wires) ≤ G_ideal.  (10)

For M = N ≫ 1, equation (8) becomes G_ideal ≈ N G_LRS/2, so with ideal wires the leakage grows with array size. With resistive wires it cannot grow without limit. Put every internal node at potential 1/2. Only the two leads then have a drop, and if each segment has resistance r,

G ≤ (1/r)(1/2)² + (1/r)(1/2)² = 1/(2r).  (11)

This ceiling holds for any array size. It is a bound, not an estimate of where saturation begins.

For weak wire resistance there is a useful estimate. Let R = 1/G and let r_e = 1/c_e for a wire segment. Equation (7) holds for wire edges too, and dc_e/dr_e = −c_e², so

∂R/∂r_e = −(1/G²) v_e² (−c_e²) = (c_e v_e/G)² = f_e²,

where f_e is the fraction of the terminal current carried by that segment. To first order in r,

R ≈ R_ideal + r Σ_wires f_e²,  (12)

with the fractions taken from the ideal-wire limit.

Q: Give me a case with dimensions.

A: Take a 32×32 array in the rough regime of low-current filamentary hafnium-oxide memory: LRS 50 kΩ, HRS 5 MΩ and a read voltage of 0.1 V. The line pitch is 40 nm, the wires are 20 nm wide and 40 nm thick, and their effective resistivity is 10 µΩ cm, or 10⁻⁷ Ω m. One segment has

r = (10⁻⁷ Ω m)(40 nm)/(20 nm × 40 nm) = 5 Ω.

The selected cell is the one farthest from both drivers. With G_LRS = 20 µS, the ideal-wire bound is

G_ideal = 20 µS × 31 × 31/63 = 305.1 µS.

With resistive wires the full network gives

G(all LRS) = 295.1 µS = 1.212 e²/ħ,

or 3389 Ω. The wires remove about 3.3% of the ideal value.

Q: Does your estimate (12) reproduce that?

A: Each of the 31 unselected bit lines takes an equal share in the ideal limit. Along the selected word line, starting with the lead, the fractions are 31/31, 30/31, and so on down to 1/31. Their squares sum to

(1² + 2² + … + 31²)/31² = 10416/961 = 10.84.

The selected bit line gives the same sum. Each of the 62 unselected lines has the same pattern scaled by 1/31 in current, for a total of 62 × 10.84/961 = 0.70. Hence

R ≈ 3277.8 Ω + 5 Ω × (2 × 10.84 + 0.70) = 3389.7 Ω,

against 3389.1 Ω from the full network.

Q: Surely a selected cell near the drivers would give more sneak conductance, with less wire in the way.

A: It gives slightly less: 294.2 µS. Removing the nearest cell means that the first segment beyond it still carries the full current on each selected line. For the farthest cell, the segment leading to the missing cell carries none. The near position therefore adds two full-current segments, 2 × 5 Ω = 10 Ω by (12). The computed resistances differ by 9.9 Ω. This compares sneak networks with the selected cell absent; it does not say that a near cell is harder to read.

Q: How much do the data in the background matter here?

A: A great deal. With all 1023 background cells in HRS, G is 3.05 µS. In one random pattern with 516 of them in LRS, it is 119.0 µS. This pattern is on the low side: only 25 of the 62 background cells on the selected lines are in LRS, and random patterns with 516 LRS cells average about 144 µS with a spread of about 20 µS. Shuffling only the cells between unselected lines moves G by about 0.3 µS. Other patterns with the same number of LRS cells can give quite different values, because all the sneak current must pass through the few cells on the selected lines. For this pattern the fall from all-LRS is 176.1 µS, and (6) brackets it between 168.1 and 189.4 µS.

In this array the all-LRS maximum is unique. The drops on cells between unselected lines lie between −1.62 and −1.49 mV, around the ideal −100 mV/63 = −1.59 mV. None has reversed polarity, and the smallest magnitude over all background cells is 1.49 mV.

For the read itself, all-LRS surroundings give a total conductance of 313.1 µS with the selected cell in LRS and 295.2 µS with it in HRS. The ratio exceeds one by only 6.1%, although the cell's own conductance changes a hundredfold.

Q: How close is this to a real array, and which assumption worries you most?

A: The LRS resistance is on the high side for filamentary oxide cells, where values near 10 kΩ also occur, and 0.1 V is a gentle read. What worries me most is the missing driver resistance. It adds in series with the 3389 Ω, so 1 kΩ at each terminal would lower G by 37%. The theorem still holds, because this resistance can be counted as part of the leads. Among the cell and wire corrections I sized, the largest is a common shift of the LRS: raising every LRS conductance by 10% at fixed wires raises G by 9.6%. By (4), cell-to-cell spread that leaves no cell more than 10% above its nominal value can raise G by no more than this. The theorem accommodates spread if each cell is assigned its own upper limit. Wires 60 K hotter lower G by 0.6% if their resistance rises by 0.003 per kelvin, which is probably high for such narrow wires. A cell current proportional to sinh(V/V₀), with V₀ = 0.3 V and the same low-voltage conductance, raises the all-LRS current by 0.4%. This shift grows roughly as 1/V₀², to 1.6% at V₀ = 0.15 V and 3.6% at 0.1 V. A 50 kΩ cell conducts only 0.26 of the quantum 2e²/h, so its linearity is an assumption to be checked, not a given. Arrays with strongly nonlinear selectors are a different problem, and these numbers should not be carried over to them.

The all-LRS sneak current is 29.5 µA, or 3.7 MA/cm² in the wire. That is high enough for electromigration to deserve attention under sustained current. Self-heating of the wire is only about 0.1 K if the surrounding oxide removes roughly 1 W per metre of wire per kelvin. Averaged across a 5 nm oxide, the largest field is 0.2 MV/cm. In an HRS cell the voltage may fall mostly across a gap in the filament; for a 1 nm gap, 0.1 V gives 1 MV/cm. Both are below the several MV/cm at which breakdown is a rough concern.

Q: You have used a steady-state theorem. Do the floating lines settle in time?

A: With ideal voltage sources at the terminals, their slowest settling time is 14 ps for all LRS and 1.35 ns for all HRS, with rough capacitances of 8 aF from each line node to ground and 14.2 aF per cell. The scale follows from charging all unselected lines together. Their capacitance is 62 × 32 × 8 aF plus 62 × 14.2 aF, about 16.8 fF. They charge through 62 LRS cells, 1.24 mS in all, which gives 13.5 ps. HRS cells make this a hundred times longer. At this pitch much of the line capacitance is to neighbouring lines, which move together in this mode. If 2.8 aF per side of the 8 aF is such coupling, the times fall to about 5 ps and 0.5 ns, so only their order of magnitude should be trusted. A read must last several of these times before the steady-state values apply, so the high-resistance background sets the slower requirement here.

Q: May I then use all-LRS as the worst case for every read scheme?

A: No. If unselected lines are driven, they become terminals with potentials V_x and supplied currents J_x. Equation (1) with w = v then gives

Σ_e c_e v_e² = Σ_terminals V_x J_x.

The minimum principle still orders this total power, but the current at one chosen terminal is no longer fixed by it. Nonlinear cells break the argument earlier: their Kirchhoff solution does not in general minimize a quadratic energy with fixed conductances. In neither case have I shown that all-LRS fails; the proof simply does not decide it.

Even within the theorem, the largest sneak conductance is not automatically the smallest read margin. A margin compares two states of the selected cell, possibly with different backgrounds, and needs its own optimization. What is established is the ceiling on leakage between two terminals, for linear cells, floating unselected lines and fixed wires. The numerical output gives the values behind this example.

Computed values

```
3x4 array: backgrounds enumerated = 2048, flips = 11264
3x4 smallest change on HRS->LRS flip = 7.43e-10 G_LRS
3x4 sneak, all HRS / all LRS = 0.04824 / 0.60507 G_LRS
largest |dG/dg - drop^2| by finite difference = 1.1e-08
5x7 ideal wires: nodal = 2.181818, formula = 2.181818 G_LRS
8x8 tuned segment resistance / R_LRS = 0.150832
8x8 sneak at tuned wires = 0.850948 G_LRS
8x8 change, zero-drop cell to HRS = -2.7e-15 G_LRS
8x8 change, control cell to HRS = -9.368e-02 G_LRS
branch-definition counterexample at r/R_LRS = 0.112071
  branch sneak change, cell to HRS = +3.641e-05 G_LRS*V
  total current change, same flip = -1.915e-06 G_LRS*V
example: 32x32, LRS 50 kohm, HRS 5 Mohm, read 0.1 V
pitch 40 nm, wire 20 x 40 nm, resistivity 10 uohm cm
wire segment resistance = 5.00 ohm
sneak, all LRS = 295.062 uS = 1.21218 a.u.
sneak resistance, all LRS = 3389.1 ohm
sneak, random (516 of 1023 LRS) = 118.984 uS
sneak, all HRS = 3.050 uS
ideal-wire upper bound = 305.079 uS
loss all LRS -> random = 176.077 uS
  its lower / upper bound = 168.148 / 189.421 uS
unselected drops: -1.622 to -1.490 mV
ideal unselected drop = -1.587 mV
unselected cells with reversed polarity = 0
smallest |drop| over background cells = 1.49e+00 mV
all-LRS sneak, cell nearest drivers = 294.200 uS
total, selected LRS / HRS = 313.119 / 295.244 uS
relative read difference = 6.05 %
sinh cells (V0 = 0.3 V): current change = +0.400 %
wires 60 K hotter (0.003/K): sneak change = -0.584 %
all LRS conductances +10 %: sneak change = +9.642 %
all-LRS sneak current = 29.506 uA
peak wire current density = 3.688 MA/cm2
wire self-heating, 1 W/(m K) oxide = 0.109 K
largest field, 5 nm oxide = 0.200 MV/cm
capacitance: cell 14.17 aF, line node 8.00 aF
slowest settling, all LRS / all HRS = 13.927 / 1351.253 ps
```
